# Inhibitor–metal charge transfer with the work function as metal electronegativity, part 1

(Sections cited here and not found follow in the second part.)

## 1. The result and its derivation

### Result

A molecule with ionisation energy \(I\) and electron affinity \(A\) touches a large piece of metal with work function \(\Phi\). Define the electronegativity and the hardness of the molecule by

\[
\chi=\frac{I+A}{2},\qquad \eta=\frac{I-A}{2}. \tag{1}
\]

If the energy of the molecule is quadratic in its charge, and if the interaction energy between the molecule and the metal is left out, the number of electrons that the molecule donates to the metal and the accompanying energy change are

\[
\Delta N=\frac{\Phi-\chi}{2\eta},\qquad
\Delta E=-\frac{(\Phi-\chi)^2}{4\eta}. \tag{2}
\]

A positive \(\Delta N\) means donation to the metal; a negative one means that the molecule accepts electrons. The work function stands where the electronegativity of a second molecule would stand, and the hardness of the metal is zero. Both statements are derived below from the charging energy of a piece of metal.

The energy in (2) is the charge-transfer part within this model. It is not an adsorption energy, which also contains covalent mixing, electrostatic attraction, dispersion, repulsion and, in water, the cost of displacing solvent.

### Conventions

Let \(q\) be the number of electrons that have left the molecule and entered the metal. The molecule then carries the charge \(+qe\) and the metal \(-qe\), where \(e>0\) is the elementary charge. Energies are measured from the separate neutral bodies, so both bodies have zero energy at \(q=0\).

The ionisation energy and the affinity are vertical: the nuclei stay where they are in the neutral molecule. Removing one electron costs \(I\), and adding one releases \(A\). A negative \(A\) means that adding an electron costs energy.

An electron at rest in vacuum is the common reference for \(I\), \(A\) and \(\Phi\). For a metal with several faces this needs care, because the vacuum potential outside one face differs from that outside another. Here \(\Phi\) is the energy needed to take an electron from the Fermi level to a point just outside the face on which the molecule sits. "Just outside" means far from the surface on the atomic scale but close on the scale of the face. The model assumes that the molecule feels this same potential, although an adsorbed molecule is closer to the surface than that.

Some authors call \(I-A\) the hardness, without the factor one half. With \(\eta'=I-A=2\eta\), equation (2) becomes \(\Delta N=(\Phi-\chi)/\eta'\) and \(\Delta E=-(\Phi-\chi)^2/(2\eta')\). The numbers are the same, provided that one convention is used throughout.

### The energy of the molecule

Three energies are known: those of the cation, the neutral molecule and the anion,

\[
E_{\rm mol}(1)=I,\qquad E_{\rm mol}(0)=0,\qquad E_{\rm mol}(-1)=-A. \tag{3}
\]

The model assumes that a parabola through these points also gives the energy at fractional \(q\). Since the energy vanishes at \(q=0\), the parabola has no constant term: \(E_{\rm mol}(q)=bq+cq^2\). The other two points require

\[
b+c=I,\qquad -b+c=-A.
\]

Subtracting the second equation from the first gives \(2b=I+A\). Adding them gives \(2c=I-A\). Therefore \(b=\chi\), \(c=\eta\), and

\[
E_{\rm mol}(q)=\chi q+\eta q^2. \tag{4}
\]

The slope at the neutral point is \(\chi\), the cost per electron of a small loss of electrons. The second derivative is \(2\eta=I-A\). This is the origin of the factor 2 in the denominator of \(\Delta N\): the hardness in (1) is half the curvature.

The derivation needs \(\eta>0\), that is \(I>A\). The parabola then opens upwards, and each further bit of charge taken from the molecule costs more than the last. The use of a parabola between integer charges is the main assumption of the model, and the second half examines it.

### The energy of the metal

Consider first a neutral metal sphere of radius \(R\) whose surface has one work function everywhere. Such a sphere has no field outside it, so the vacuum just outside its surface and the vacuum far away have the same potential.

Let the sphere already hold \(q'\) extra electrons. Its charge is \(-q'e\), and a further electron at its surface has the electrostatic energy \(e^2q'/(4\pi\varepsilon_0R)\). Bringing \(dq'\) more electrons from far away therefore costs \(e^2q'\,dq'/(4\pi\varepsilon_0R)\). When they pass through the surface and settle at the Fermi level, they release \(\Phi\,dq'\). Integrating from zero to \(q\),

\[
E_{\rm met}(q)=\int_0^q\left(-\Phi+\frac{e^2q'}{4\pi\varepsilon_0R}\right)dq'
=-\Phi q+\eta_{\rm M}q^2,
\qquad \eta_{\rm M}=\frac{e^2}{8\pi\varepsilon_0R}. \tag{5}
\]

The quadratic term is the energy of the field outside the charged sphere. For one elementary charge that energy is

\[
\int_R^\infty\frac{\varepsilon_0}{2}\left(\frac{e}{4\pi\varepsilon_0r^2}\right)^2 4\pi r^2\,dr
=\frac{e^2}{8\pi\varepsilon_0}\int_R^\infty\frac{dr}{r^2}
=\frac{e^2}{8\pi\varepsilon_0R},
\]

in agreement with (5).

The ionisation energy and affinity of the sphere follow from their definitions. Removing one electron means \(q=-1\), and adding one means \(q=1\):

\[
I_{\rm M}=E_{\rm met}(-1)=\Phi+\eta_{\rm M},\qquad
A_{\rm M}=-E_{\rm met}(1)=\Phi-\eta_{\rm M}. \tag{6}
\]

Half the sum of these is \(\Phi\), and half the difference is \(\eta_{\rm M}\). By the definitions (1), the work function is thus the electronegativity of the metal, and \(\eta_{\rm M}\) is its hardness. As \(R\) grows, the hardness falls as \(1/R\), and \(I_{\rm M}\) and \(A_{\rm M}\) both approach \(\Phi\). A large metal gives up and takes in an electron at the same energy.

This classical argument treats the levels near the Fermi energy as continuous. In a finite metal they are discrete, which can add to the hardness. A chain of \(L\) sites shows how this part vanishes. Let each site have energy \(\varepsilon_{\rm s}\), let neighbours be coupled by \(-h\), and ignore spin and electron repulsion. An amplitude \(\sin(j\theta)\) on site \(j\) solves the chain equations, because

\[
-h\left[\sin((j-1)\theta)+\sin((j+1)\theta)\right]=-2h\cos\theta\,\sin(j\theta).
\]

The amplitude must vanish at the fictitious sites \(j=0\) and \(j=L+1\), so \(\theta_n=n\pi/(L+1)\), and the levels are \(\varepsilon_n=\varepsilon_{\rm s}-2h\cos\theta_n\). With the lowest \(N\) levels filled, \(I_{\rm M}=-\varepsilon_N\) and \(A_{\rm M}=-\varepsilon_{N+1}\). The hardness of the chain is half the level spacing,

\[
\eta_{\rm M}=\frac{\varepsilon_{N+1}-\varepsilon_N}{2}
\simeq\frac{\pi h\sin(\pi f)}{L},\qquad f=\frac NL, \tag{7}
\]

where the last form holds for large \(L\): the spacing is the slope \(2h\sin\theta\) times the step \(\pi/(L+1)\). Both \(-\varepsilon_N\) and \(-\varepsilon_{N+1}\) approach the same limit, the work function of the infinite chain.

For \(h=1\) eV, one-quarter filling and a limiting work function of 4.80 eV, diagonalising the chain gives \(\chi_{\rm M}=4.794\) eV and \(\eta_{\rm M}=0.0111\) eV for 200 sites. For 2000 sites it gives 4.799 eV and 0.0011 eV. At this filling no symmetry between filled and empty levels forces \(\chi_{\rm M}\) to equal \(\Phi\) in the finite chain, so the approach to \(\Phi\) is a result of size.

### The transfer

The interaction between the two bodies is left out at this point, so the total energy is the sum of (4) and (5):

\[
E(q)=-(\Phi-\chi)q+(\eta+\eta_{\rm M})q^2. \tag{8}
\]

Setting the derivative to zero gives

\[
-(\Phi-\chi)+2(\eta+\eta_{\rm M})q=0
\quad\Longrightarrow\quad
q=\frac{\Phi-\chi}{2(\eta+\eta_{\rm M})}. \tag{9}
\]

The second derivative is \(2(\eta+\eta_{\rm M})>0\), so this is the minimum. To find the energy there, use the stationarity condition in the form \((\eta+\eta_{\rm M})q=(\Phi-\chi)/2\). Then

\[
E=-(\Phi-\chi)q+\frac{\Phi-\chi}{2}\,q=-\frac{\Phi-\chi}{2}\,q
=-\frac{(\Phi-\chi)^2}{4(\eta+\eta_{\rm M})}. \tag{10}
\]

For a large metal \(\eta_{\rm M}\to0\), and (9) and (10) become (2).

### What happens to each body

At the minimum the slope of the molecular energy is

\[
\frac{dE_{\rm mol}}{dq}=\chi+2\eta\,\Delta N=\chi+(\Phi-\chi)=\Phi. \tag{11}
\]

The molecule has lost electrons until the cost of losing more equals what the metal pays for them. For two molecules, both electronegativities move towards a common value in between. Here the metal does not move, because its hardness is zero, and the molecule makes the whole adjustment.

The metal's energy changes by \(-\Phi\Delta N\), and the molecule's by \(\chi\Delta N+\eta\Delta N^2\). When electrons are donated and \(\chi>0\), the molecule's energy rises and the metal's falls. The net gain is the difference between these two amounts and is smaller than either. It is therefore misleading to picture \(\Delta E\) as a stabilisation of the molecule by itself.

The transfer vanishes when \(\Phi=\chi\), and it becomes small when \(\eta\) is large at fixed \(\Phi-\chi\). The energy is never positive in this model, whichever way the electrons go, since the molecule can keep \(q=0\) at no cost.

The parabola was fixed by charges from \(-1\) to \(1\), so the result should not be used beyond \(|\Delta N|=1\), or \(|\Phi-\chi|=2\eta\). A narrower range applies to most purposes. Since \(I-\Phi=\eta-(\Phi-\chi)\) and \(\Phi-A=\eta+(\Phi-\chi)\), the condition \(A<\Phi<I\) is the same as \(|\Phi-\chi|<\eta\), and then \(|\Delta N|<\tfrac12\). A magnitude above one half signals that the separate molecule and metal would already exchange a whole electron.

### Forms for direct use and their sensitivity

Substituting (1) into (2) removes the intermediate quantities:

\[
\Delta N=\frac{2\Phi-I-A}{2(I-A)},\qquad
\Delta E=-\frac{(2\Phi-I-A)^2}{8(I-A)}. \tag{12}
\]

The sensitivity to the work function at fixed \(I\) and \(A\) is

\[
\frac{\partial\Delta N}{\partial\Phi}=\frac1{2\eta},\qquad
\frac{\partial\Delta E}{\partial\Phi}=-\frac{\Phi-\chi}{2\eta}=-\Delta N. \tag{13}
\]

For the molecular inputs, the quotient rule applied to (12) gives

\[
\frac{\partial\Delta N}{\partial I}
=\frac{-(I-A)-(2\Phi-I-A)}{2(I-A)^2}=-\frac{\Phi-A}{(I-A)^2},
\]
\[
\frac{\partial\Delta N}{\partial A}
=\frac{-(I-A)+(2\Phi-I-A)}{2(I-A)^2}=-\frac{I-\Phi}{(I-A)^2}. \tag{14}
\]

When \(A<\Phi<I\), raising either input reduces the donation.

### Worked example

Take \(I=8.5\) eV, \(A=-0.5\) eV and \(\Phi=4.8\) eV. These are round values chosen for illustration, not data for a particular molecule and metal. Then

\[
\chi=\frac{8.5-0.5}{2}=4.0\ \text{eV},\qquad
\eta=\frac{8.5+0.5}{2}=4.5\ \text{eV},\qquad
\Phi-\chi=0.8\ \text{eV},
\]
\[
\Delta N=\frac{0.8}{2\times4.5}=0.089,\qquad
\Delta E=-\frac{0.8^2}{4\times4.5}=-0.036\ \text{eV}.
\]

The energy is \(-3.4\) kJ/mol. The metal's energy changes by \(-0.427\) eV and the molecule's by \(+0.391\) eV, so the net gain is less than a tenth of either.

The work function differs between faces. If it is shifted by 0.3 eV while the molecule is held fixed, the donation becomes 0.056 on the lower-\(\Phi\) face and 0.122 on the higher one. The energies are \(-0.014\) and \(-0.067\) eV. The donation responds linearly, but the energy depends on the square of \(\Phi-\chi\), which here takes the values 0.5 and 1.1 eV. A modest uncertainty in \(\Phi\) thus changes the energy by a large factor.

The size of the metal matters much less. A sphere of radius 5 nm has \(\eta_{\rm M}=0.144\) eV and receives 0.086 electrons, about 3% less than the large metal. At 50 nm the hardness is 0.014 eV, and the donation equals that of the large metal to within half a per cent. These figures leave out the attraction between the charged molecule and the oppositely charged sphere. For a molecule at the surface, that attraction cancels much of the charging energy, so the figures overstate the effect of size.

## 2. Where the model fails, and by how much

### Symbols and results carried over

The molecule donates \(q\) electrons to the metal. It has ionisation energy \(I\), affinity \(A\), electronegativity \(\chi=(I+A)/2\) and hardness \(\eta=(I-A)/2\). The metal has work function \(\Phi\) and zero hardness. Write \(\delta=\Phi-\chi\). The model energy and its minimum are

\[
E(q)=-\delta q+\eta q^2,\qquad
\Delta N=\frac{\delta}{2\eta},\qquad
\Delta E=-\frac{\delta^2}{4\eta}. \tag{15}
\]

The example has \(I=8.5\), \(A=-0.5\), \(\Phi=4.8\), \(\chi=4.0\), \(\eta=4.5\) and \(\delta=0.8\), all in eV. It gives \(\Delta N=0.089\) and \(\Delta E=-0.036\) eV. Each correction below is estimated with the other inputs held fixed.

### A separate molecule has whole charges

The parabola assigns an energy to a molecule that has lost 0.089 of an electron. A molecule far from the metal has no such state. It can be neutral or singly charged, and a fractional mean charge describes a mixture of these. If a fraction \(q\) of many separate molecules are cations, the mean molecular energy is \(Iq\), a straight line. Counting the electrons received by the metal, the mean total energy is

\[
E_{\rm mix}(q)=(I-\Phi)q\qquad(0\le q\le1). \tag{16}
\]

For a fraction \(|q|\) of anions it is \((\Phi-A)|q|\). When \(A<\Phi<I\), both slopes are positive and the lowest energy is at \(q=0\). No electrons are transferred at zero temperature, whatever the sign of \(\delta\).

The parabola lies below the straight line. With \(\chi-I=-\eta\), the difference for donation is

\[
(\chi q+\eta q^2)-Iq=-\eta q+\eta q^2=-\eta q(1-q). \tag{17}
\]

The fractional transfer in (15) comes from this lowering. It is an assumption about the molecule in contact with the metal, and not a property of the two separate bodies.

Temperature does not rescue the transfer between separate bodies. Give each charge state one quantum state, and let electrons be exchanged with the metal until equilibrium. The weights of the cation and the anion relative to the neutral molecule are \(e^{-(I-\Phi)/k_{\rm B}T}\) and \(e^{-(\Phi-A)/k_{\rm B}T}\). In the example the costs are

\[
I-\Phi=3.7\ \text{eV},\qquad \Phi-A=5.3\ \text{eV},
\]

while \(k_{\rm B}T=0.0257\) eV at 298.15 K. The mean donation is about \(3\times10^{-63}\). A few extra spin states would multiply the weights by small numbers and change nothing of substance.

The parabolic model gives a simple formula for the charge transferred between a molecule and a large metal, but separate bodies with \(A<\Phi<I\) exchange essentially no electrons, so the fractional transfer is an assumption about the contact. It remains to see how electronic coupling allows such a transfer, how electrostatics, solvent and electrode potential change it, and when the formula can be used.

All numerical values are calculated from the stated model.
